# Lanczos polynomials: least norm and strict interlacing of Ritz values: a numerical check

```python
"""Lanczos in exact arithmetic: minimal polynomials and interlacing.

A is Hermitian, v a unit vector, m the grade of v (dimension of its full
Krylov space).  T_k is the Lanczos tridiagonal matrix with diagonal alpha
and positive off-diagonal beta; chi_k is its characteristic polynomial.
Results under test:
  * for k <= m, chi_k is the unique monic polynomial of degree k that
    minimizes ||p(A)v||, with minimum beta_1*...*beta_k (beta_m = 0);
  * for k < m, the eigenvalues of T_k and T_(k+1) strictly interlace.
Full reorthogonalization imitates exact arithmetic.
Polynomial coefficients are stored with the highest power first.
"""
import numpy as np


def lanczos(A, v):
    """Return alpha, beta (last beta set to zero) and the basis."""
    basis, alpha, beta = [v / np.linalg.norm(v)], [], []
    while True:
        w = A @ basis[-1]
        alpha.append(np.vdot(basis[-1], w).real)
        Q = np.array(basis).T
        for _ in range(2):
            w = w - Q @ (Q.conj().T @ w)
        size = np.linalg.norm(w)
        if size < 1e-11 or len(basis) == len(v):
            assert size < 1e-11
            beta.append(0.0)
            return np.array(alpha), np.array(beta), Q
        beta.append(size)
        basis.append(w / size)


def tridiagonal(alpha, beta, k):
    off = beta[:k - 1]
    return np.diag(alpha[:k]) + np.diag(off, 1) + np.diag(off, -1)


def apply_polynomial(coefficients, A, v):
    result = np.zeros_like(v)
    for c in coefficients:
        result = A @ result + c * v
    return result


def least_squares_minimizer(A, v, k):
    """Minimize ||p(A)v|| over monic p directly in the power basis."""
    powers = [v]
    for _ in range(k):
        powers.append(A @ powers[-1])
    K = np.array(powers[:k]).T
    c = np.linalg.lstsq(K, -powers[k], rcond=None)[0]
    return np.concatenate(([1.0], c[::-1]))


def check_all(A, v, rng):
    """Run every general test; return data and the smallest Ritz gap."""
    alpha, beta, Q = lanczos(A, v)
    m = len(alpha)
    ritz = [np.linalg.eigvalsh(tridiagonal(alpha, beta, k))
            for k in range(1, m + 1)]
    chi = [np.array([1.0])] + [np.poly(r) for r in ritz]
    T_projected = Q.conj().T @ A @ Q
    assert np.allclose(T_projected, tridiagonal(alpha, beta, m), atol=1e-10)
    smallest_gap = np.inf
    for k in range(1, m + 1):
        # direct minimization against the characteristic polynomial
        best = least_squares_minimizer(A, v, k)
        assert np.allclose(best, chi[k], rtol=1e-7, atol=1e-7)
        minimum = np.linalg.norm(apply_polynomial(best, A, v))
        assert abs(minimum - np.prod(beta[:k])) < 1e-8
        # the minimizing vector points along the next Lanczos vector
        vector = apply_polynomial(chi[k], A, v)
        target = np.prod(beta[:k]) * Q[:, k] if k < m else 0 * v
        assert np.allclose(vector, target, atol=1e-9)
        # Pythagoras for a random monic competitor
        q = rng.normal(size=k)
        p = chi[k] + np.concatenate(([0.0], q))
        left = np.linalg.norm(apply_polynomial(p, A, v))**2
        right = (np.prod(beta[:k])**2
                 + np.linalg.norm(apply_polynomial(q, A, v))**2)
        assert abs(left - right) < 1e-8 * (1 + left)
    x = np.linspace(-4, 4, 401)
    for k in range(0, m):
        # three-term recurrence against determinants
        if k > 0:
            rec = np.polymul([1.0, -alpha[k]], chi[k])
            rec = np.polysub(rec, beta[k - 1]**2 * chi[k - 1])
            assert np.allclose(rec, chi[k + 1], atol=1e-9)
        # Wronskian-type combination against its sum of squares
        W = (np.polyval(np.polyder(chi[k + 1]), x) * np.polyval(chi[k], x)
             - np.polyval(np.polyder(chi[k]), x) * np.polyval(chi[k + 1], x))
        squares = sum(np.prod(beta[j:k])**2 * np.polyval(chi[j], x)**2
                      for j in range(k + 1))
        scale = 1 + np.max(np.abs(squares))
        assert np.max(np.abs(W - squares)) < 1e-10 * scale
        assert np.min(squares) > 0
        # strict interlacing of consecutive steps
        if k > 0:
            old, new = ritz[k - 1], ritz[k]
            gap = min(np.min(old - new[:-1]), np.min(new[1:] - old))
            assert gap > 1e-12
            smallest_gap = min(smallest_gap, gap)
    return alpha, beta, Q, ritz, chi, smallest_gap


def show(values, digits=6):
    return "  ".join(f"{round(float(a), digits) + 0.0:.{digits}f}"
                     for a in np.atleast_1d(values))


rng = np.random.default_rng(7)

# General tests on random complex Hermitian matrices
number_random, size_random = 20, 7
for _ in range(number_random):
    B = (rng.normal(size=(size_random, size_random))
         + 1j * rng.normal(size=(size_random, size_random)))
    H = B + B.conj().T
    H *= 2 / np.linalg.norm(H, 2)
    start = rng.normal(size=size_random) + 1j * rng.normal(size=size_random)
    start /= np.linalg.norm(start)
    data = check_all(H, start, rng)
    assert len(data[0]) == size_random
print(f"random Hermitian matrices tested: {number_random}, "
      f"dimension {size_random}")

# Six-site ring, energies in units of the hopping strength t
n = 6
site_energy = np.array([0.0, 1.0, 0.0, 1.0, 0.0, 1.0])
A = np.diag(site_energy)
for i in range(n):
    A[i, (i + 1) % n] = A[(i + 1) % n, i] = -1.0
v = np.zeros(n)
v[0] = 1.0
alpha, beta, Q, ritz, chi, gap = check_all(A, v, rng)
m = len(alpha)
krylov = np.array([np.linalg.matrix_power(A, j) @ v for j in range(n)]).T
assert np.linalg.matrix_rank(krylov) == m == 4
eigenvalues = np.linalg.eigvalsh(A)
distinct = np.unique(np.round(eigenvalues, 10))
assert np.allclose(distinct, ritz[-1], atol=1e-9)

print("ring site energies (t):", show(site_energy, 1))
print("ring hopping element (t):", show(A[0, 1], 1))
print("all eigenvalues of A (t):", show(eigenvalues))
print("grade m of the start vector:", m)
print("alpha_1..alpha_4 (t):", show(alpha))
print("beta_1..beta_4 (t):", show(beta))
for k in range(1, m + 1):
    print(f"chi_{k} coefficients, highest power first (powers of t):",
          show(chi[k], 4))
for k in range(1, m + 1):
    least = np.linalg.norm(
        apply_polynomial(least_squares_minimizer(A, v, k), A, v))
    power = np.linalg.norm(np.linalg.matrix_power(A, k) @ v)
    print(f"k={k}: minimum norm {show(least)}, "
          f"norm of A^k v {show(power)} (t^{k})")
for k in range(1, m + 1):
    print(f"Ritz values, step {k} (t):", show(ritz[k - 1]))
print("smallest gap between consecutive steps (t):", show(gap))

# Pythagoras for the competitor x^2
difference = np.polysub([1.0, 0.0, 0.0], chi[2])
total = np.linalg.norm(A @ A @ v)**2
part_min = np.linalg.norm(apply_polynomial(chi[2], A, v))**2
part_q = np.linalg.norm(apply_polynomial(difference, A, v))**2
assert abs(total - part_min - part_q) < 1e-10
print("x^2 - chi_2, coefficients (powers of t):", show(difference, 4))
print("squared norms: x^2, chi_2, difference (t^4):",
      show([total, part_min, part_q]))

# Alternating signs and a value shared by nonconsecutive steps
signs = np.polyval(chi[3], ritz[3])
assert np.all(signs[1:] * signs[:-1] < 0)
print("chi_3 at the zeros of chi_4 (t^3):", show(signs))
assert np.min(np.abs(ritz[2] - ritz[0][0])) < 1e-12
assert np.min(np.abs(ritz[1] - ritz[0][0])) > 0.1

# Beyond the grade: an arbitrary orthogonal vector is appended
extra = np.zeros(n)
extra[1], extra[5] = 1 / np.sqrt(2), -1 / np.sqrt(2)
assert np.allclose(Q.T @ extra, 0, atol=1e-12)
Q5 = np.column_stack((Q, extra))
ritz5 = np.linalg.eigvalsh(Q5.T @ A @ Q5)
assert all(np.min(np.abs(ritz5 - r)) < 1e-10 for r in ritz[3])
print("values after appending a fifth vector (t):", show(ritz5))
for c in (0.0, 1.0):
    p = np.polymul([1.0, -c], chi[4])
    norm = np.linalg.norm(apply_polynomial(p, A, v))
    assert norm < 1e-10
    print(f"norm of (A-{c:.0f})chi_4(A)v (t^5):", show(norm))

# Strict gaps can be arbitrarily small: weak coupling delta
for delta in (0.1, 0.01):
    weak = np.array([[0.0, delta], [delta, 1.0]])
    a, b, _ = lanczos(weak, np.array([1.0, 0.0]))
    lower = np.linalg.eigvalsh(tridiagonal(a, b, 2))[0]
    weak_gap = a[0] - lower
    assert 0 < weak_gap < delta**2
    assert abs(weak_gap / delta**2 - 1) < 2 * delta**2
    print(f"weak coupling {delta} (t): lower gap {weak_gap:.6e} (t), "
          f"gap/delta^2 {weak_gap / delta**2:.6f} (1/t)")

print("checks complete")
```

It prints:

```
random Hermitian matrices tested: 20, dimension 7
ring site energies (t): 0.0  1.0  0.0  1.0  0.0  1.0
ring hopping element (t): -1.0
all eigenvalues of A (t): -1.561553  -0.618034  -0.618034  1.618034  1.618034  2.561553
grade m of the start vector: 4
alpha_1..alpha_4 (t): 0.000000  1.000000  0.000000  1.000000
beta_1..beta_4 (t): 1.414214  1.000000  1.414214  0.000000
chi_1 coefficients, highest power first (powers of t): 1.0000  0.0000
chi_2 coefficients, highest power first (powers of t): 1.0000  -1.0000  -2.0000
chi_3 coefficients, highest power first (powers of t): 1.0000  -1.0000  -3.0000  0.0000
chi_4 coefficients, highest power first (powers of t): 1.0000  -2.0000  -4.0000  5.0000  4.0000
k=1: minimum norm 1.414214, norm of A^k v 1.414214 (t^1)
k=2: minimum norm 1.414214, norm of A^k v 2.828427 (t^2)
k=3: minimum norm 2.000000, norm of A^k v 6.480741 (t^3)
k=4: minimum norm 0.000000, norm of A^k v 15.811388 (t^4)
Ritz values, step 1 (t): 0.000000
Ritz values, step 2 (t): -1.000000  2.000000
Ritz values, step 3 (t): -1.302776  0.000000  2.302776
Ritz values, step 4 (t): -1.561553  -0.618034  1.618034  2.561553
smallest gap between consecutive steps (t): 0.258777
x^2 - chi_2, coefficients (powers of t): 0.0000  1.0000  2.0000
squared norms: x^2, chi_2, difference (t^4): 8.000000  2.000000  6.000000
chi_3 at the zeros of chi_4 (t^3): -1.561553  1.236068  -3.236068  2.561553
values after appending a fifth vector (t): -1.561553  -0.618034  1.000000  1.618034  2.561553
norm of (A-0)chi_4(A)v (t^5): 0.000000
norm of (A-1)chi_4(A)v (t^5): 0.000000
weak coupling 0.1 (t): lower gap 9.901951e-03 (t), gap/delta^2 0.990195 (1/t)
weak coupling 0.01 (t): lower gap 9.999000e-05 (t), gap/delta^2 0.999900 (1/t)
checks complete
```
